# Why the Madelung shift removes the 1/L error of MP2

**Q.** A colleague computes the correlation energy of an insulating crystal by second-order Møller-Plesset theory (MP2). Each time she refines the k mesh, the energy per cell drifts. What does the mesh have to do with a finite size?

**A.** A uniform mesh of $N=n^3$ k points describes the same problem as a periodic supercell of $n\times n\times n$ primitive cells. For a cubic cell of side $a$ and volume $\Omega=a^3$, the supercell has side $L=na$ and volume $V=N\Omega$. A coarse mesh is a small box.

I assume a three-dimensional closed-shell insulator with a gap, a fixed basis and a mesh that contains $k=0$. I use Rydberg units, so $e^2=2$ and two electrons repel with $2/r$, whose Fourier transform is $8\pi/Q^2$. With $i,j$ occupied and $a,b$ virtual Hartree-Fock orbitals, the MP2 energy per cell is

$$E_2=-\frac1N\sum_{ijab}\frac{w_{ijab}}{\Delta_{ijab}},\qquad \Delta_{ijab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j ,$$

$$w_{ijab}=\mathrm{Re}\,(ia|jb)^*\left[2(ia|jb)-(ib|ja)\right],$$

$$(ia|jb)=\iint \phi_i^*(\mathbf r_1)\phi_a(\mathbf r_1)\,v_L(\mathbf r_1-\mathbf r_2)\,\phi_j^*(\mathbf r_2)\phi_b(\mathbf r_2)\,d^3r_1d^3r_2 .$$

The box enters through the interaction $v_L$. The term $Q=0$ of the Coulomb sum is infinite, and the plain calculation drops it:

$$v_L(\mathbf r)=\frac1V\sum_{\mathbf Q\neq0}\frac{8\pi}{Q^2}e^{i\mathbf Q\cdot\mathbf r}.$$

**Q.** How does this differ from $2/r$ when two electrons are close together?

**A.** Apply the Laplacian. Each term gains a factor $-Q^2$, and the sum of all plane waves except $Q=0$ is a lattice of delta functions minus a constant:

$$\nabla^2v_L=-8\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big],$$

where $\mathbf R$ runs over the supercell translations. Near the origin the delta function gives $2/r$. The constant source $8\pi/V$ gives $4\pi r^2/(3V)$, because $\nabla^2r^2=6$. What remains solves Laplace's equation and has cubic symmetry, so it is a constant plus terms that start at fourth order in $r$. Since $v_L$ is $1/L$ times a function of $\mathbf r/L$, the constant scales as $1/L$ and the fourth-order term as $r^4/L^5$:

$$v_L(\mathbf r)=\frac2r-\xi+\frac{4\pi r^2}{3V}+O\!\left(\frac{r^4}{L^5}\right),\qquad \xi=\frac{2\alpha}{L}.$$

An Ewald sum, which splits the potential into a short-ranged part and a smooth part, gives $\alpha=2.8373$ for a cube. The quantity $\xi$ is the Madelung shift. At fixed distance, the whole $1/L$ error of the interaction is a constant.

**Q.** A constant in a potential is usually harmless. Why not here?

**A.** It is harmless in the electrostatic part, because the cell is neutral and the electronic and nuclear contributions cancel. Exchange has no such partner. Its kernel is

$$K(\mathbf r,\mathbf r')=-v_L(\mathbf r-\mathbf r')\,\gamma(\mathbf r,\mathbf r'),\qquad \gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r'),$$

with the sum over occupied orbitals of one spin. Insert the constant part $-\xi$ of $v_L$:

$$-(-\xi)\,\gamma(\mathbf r,\mathbf r')=+\xi\,\gamma(\mathbf r,\mathbf r').$$

The function $\gamma$ is the kernel of the projector $P$ on the occupied space, so the Fock operator contains an extra $+\xi P$. It acts on the orbitals as

$$\xi P\phi_i=\xi\phi_i,\qquad \xi P\phi_a=0 .$$

Every occupied level is too high by $\xi$, and the virtual levels do not move. The orbitals do not change either, since $P$ commutes with a Fock operator whose occupied orbitals define it. The same orbitals therefore solve the self-consistent equations with and without the constant, provided that $\xi$ is too small to reorder occupied and virtual levels.

The rest of the interaction error is of order $r^2/V$ at short distance. In an insulator $\gamma$ decays exponentially with distance, so exchange samples short distances, and the remaining error of the Fock operator is $O(1/V)$. The Madelung shift, $\varepsilon_i\to\varepsilon_i-\xi$, thus removes the $1/L$ error of the levels.

**Q.** The integrals $(ia|jb)$ contain the same interaction. Do they not suffer as well?

**A.** Not from the constant. Its contribution is

$$-\xi\int\phi_i^*\phi_a\,d^3r_1\int\phi_j^*\phi_b\,d^3r_2=-\xi\,\langle i|a\rangle\langle j|b\rangle=0,$$

because occupied and virtual orbitals are orthogonal. The constant therefore affects MP2 through the denominators alone. Let $\Delta$ from here on denote the denominator built with shifted occupied levels. The raw one contains two occupied levels, each too high by $\xi$, so it equals $\Delta-2\xi$.

**Q.** Then how large is the error, and which sign does it have?

**A.** Start from an identity, obtained by subtracting the first two terms on the right from the left side:

$$\frac1{\Delta-2\xi}=\frac1\Delta+\frac{2\xi}{\Delta^2}+\frac{4\xi^2}{\Delta^2(\Delta-2\xi)} .$$

Multiply by $-w/N$ and sum over all pairs of excitations:

$$E_2^{\rm raw}=E_2^{\rm shifted}-2\xi\,T+O(\xi^2),\qquad T=\frac1N\sum_{ijab}\frac{w_{ijab}}{\Delta_{ijab}^2}.$$

In first-order perturbation theory a doubly excited determinant has an amplitude equal to minus its matrix element divided by $\Delta$. $T$ is therefore the sum of squared amplitudes per cell, the squared norm of the first-order wavefunction, and it is positive. With raw levels the gap is too small, excitation is too cheap, and the correlation energy is too negative by $2\xi T=4\alpha T/L$ at leading order.

**Q.** Once the levels are shifted, why is the next error $1/V$? I might have expected $1/L^2$.

**A.** That depends on how a mesh sum treats a singular point. Let $h=2\pi/L$ be the mesh spacing. Near $\mathbf q=0$ let the integrand behave as $f_s(\mathbf q)$, with $f_s(\lambda\mathbf q)=\lambda^sf_s(\mathbf q)$ and $s>-3$. Multiply it by a smooth cutoff $\chi(\mathbf q)$ that equals one near the origin, and define the error of the sum without its central point:

$$D(h;\chi)=h^3\sum_{\mathbf m\ne0}f_s(h\mathbf m)\chi(h\mathbf m)-\int f_s(\mathbf q)\chi(\mathbf q)\,d^3q .$$

Replace $h$ by $\lambda h$ in the sum and substitute $\mathbf q=\lambda\mathbf p$ in the integral. Both terms acquire the factor $\lambda^{3+s}$:

$$D(\lambda h;\chi)=\lambda^{3+s}D(h;\chi_\lambda),\qquad \chi_\lambda(\mathbf p)=\chi(\lambda\mathbf p).$$

The functions $f_s\chi_\lambda$ and $f_s\chi$ differ by a smooth function that vanishes near the origin. For such a function an equally spaced sum converges faster than any power of $h$. Up to such small terms, $D(\lambda h)=\lambda^{3+s}D(h)$, and so

$$D(h)\propto h^{3+s}.$$

A $1/q^2$ singularity has $s=-2$ and costs $h\propto1/L$. A function that stays finite but has a direction-dependent limit has $s=0$ and costs $h^3\propto1/V$.

**Q.** Which parts of the calculation belong to which class?

**A.** The density of a pair of orbitals whose crystal momenta differ by $\mathbf q$ decides it.

For an occupied level, exchange contains $(8\pi/q^2)|\rho_{ii}(\mathbf q)|^2$, where $\rho_{ii}$ is the overlap of the periodic parts of the same band at $\mathbf k$ and $\mathbf k+\mathbf q$. It has modulus one at $q=0$. This is a maximum, so $|\rho_{ii}|^2=1-O(q^2)$. The leading part has $s=-2$ and produces the error $\xi$. The next part has $s=0$.

For an occupied-virtual pair, orthogonality removes the constant term, and

$$\rho_{ia}(\mathbf q)\simeq-i\,\mathbf q\cdot\mathbf d_{ia},$$

with $\mathbf d_{ia}$ the transition dipole. A virtual level exchanges with occupied states through $(8\pi/q^2)|\mathbf q\cdot\mathbf d_{ia}|^2$, which has $s=0$. Its error is $1/V$ without any shift.

The long-wavelength part of the MP2 integral is proportional to

$$\frac{8\pi}{q^2}(\mathbf q\cdot\mathbf d_{ia})(\mathbf q\cdot\mathbf d_{jb}),$$

again with $s=0$. Its square, the direct term, has $s=0$ too. In the exchange term, $(ib|ja)$ has its own momentum transfer $\mathbf q'$, which can be taken as an independent summation variable. There is one finite, direction-dependent point in $\mathbf q$ and one in $\mathbf q'$, and each costs $1/V$. Levels, orbitals and integrals now all err by $O(1/V)$, and so does $E_2$. The coefficient depends on the crystal, and nothing here forbids an accidental zero.

In real space, distant cells correlate through fluctuating dipoles. Their coupling falls as $R^{-3}$, and their second-order energy as $R^{-6}$. A box of size $L$ misrepresents the pairs beyond about $L$, which contribute in proportion to

$$\int_L^\infty\frac{4\pi R^2}{R^6}\,dR=\frac{4\pi}{3L^3}.$$

This tail has the right power, but it is not the only source of a $1/V$ error, and it need not be the largest. The term $4\pi r^2/(3V)$ in $v_L$ changes the dipole-dipole integrals by an amount of order $1/V$, derived in the next answer, including the large integral within one cell. That change enters $E_2$ linearly. For the on-site s-p dipoles of the model below, the squared integrals summed over cells fall short of their limit by about $0.046/N$ Ry$^2$ from the on-site term and by about $0.003/N$ Ry$^2$ from all other cells together.

**Q.** Does the argument need a crystal? I could put one closed-shell atom in a large box.

**A.** It works there too, with $k=0$ alone, and the $1/V$ error of the integrals becomes explicit. Insert the quadratic term of $v_L$ and expand

$$|\mathbf r_1-\mathbf r_2|^2=r_1^2+r_2^2-2\,\mathbf r_1\cdot\mathbf r_2 .$$

The term $r_1^2$ multiplies $\langle j|b\rangle=0$, and $r_2^2$ multiplies $\langle i|a\rangle=0$. The product term survives:

$$\delta(ia|jb)=-\frac{8\pi}{3V}\,\mathbf d_{ia}\cdot\mathbf d_{jb},\qquad \mathbf d_{ia}=\int\phi_i^*\,\mathbf r\,\phi_a\,d^3r .$$

The raw levels still give the error $-2\xi T$, with $T$ now the squared norm for the atom.

**Q.** Can you show me this with numbers?

**A.** Take a model crystal with round parameters: a simple cubic lattice with $a=6$ bohr and two electrons per cell. Each site carries an s orbital proportional to $e^{-r^2/2b^2}$ and three p orbitals proportional to $x\,e^{-r^2/2b^2}$ and its partners, with $b=1.5$ bohr. The one-electron p level lies 0.80 Ry above the s level. Nearest-neighbour hoppings are $-0.03$ Ry between s orbitals, $0.05$ and $-0.02$ Ry between p orbitals along and across their axis, and $-0.04$ Ry from an s orbital to the $p_x$ orbital one cell further along $+x$, where $p_x$ is positive on its $+x$ side. The hopping to the cell along $-x$ has the opposite sign, and $y$ and $z$ follow the same rule. The sign matters: reversing it changes the shifted energy at $n=4$ in the table below from $-0.03597$ to $-0.03634$ Ry.

Orbitals on different sites are taken as orthogonal, and their products carry no density. The overlap this ignores is $e^{-a^2/4b^2}=0.018$ between neighbouring s orbitals. Between p orbitals that point at each other it is larger, $(a^2/2b^2-1)\,e^{-a^2/4b^2}=0.13$ in magnitude, so this is a model and not an accurate treatment of these Gaussians. On-site densities interact through the full $v_L$. I solved the Hartree-Fock equations self-consistently on each mesh and summed the MP2 expression, exchange term included. Energies are in Ry per cell.

| $n$ | $\xi$ | raw $E_2$ | shifted $E_2$ | $T$ |
|---|---|---|---|---|
| 4 | 0.2364 | −0.04310 | −0.03597 | 0.01257 |
| 5 | 0.1892 | −0.04164 | −0.03613 | 0.01264 |
| 6 | 0.1576 | −0.04070 | −0.03621 | 0.01267 |
| 7 | 0.1351 | −0.04004 | −0.03625 | 0.01269 |

Fitting $E_\infty+C/N$ to the last two shifted energies gives $C=0.0246$ Ry and $E_\infty=-0.03632$ Ry, or $-0.494$ eV. The same fit to $T$ gives $0.01272$. The predicted slope of the raw energy against $1/L$ is

$$-4\alpha T=-4(2.8373)(0.01272)=-0.1444\ \text{Ry bohr}.$$

To read the slope from the data, I formed $(E_2^{\rm raw}-E_\infty)L$ for $n=5,6,7$ and extrapolated it with a quadratic in $1/n$. The result is $-0.1451$ Ry bohr, about 0.5% from the prediction. The extrapolation multiplies an error in $E_\infty$ by $a(5+6+7)=108$ bohr, so a change of $10^{-5}$ Ry in $E_\infty$ moves the slope by 0.001 Ry bohr, or 0.7%. The two slopes agree within that uncertainty.

**Q.** At $n=7$ that slope gives $-0.1444/42=-0.00344$ Ry. Your table gives $-0.04004+0.03632=-0.00372$ Ry. Where is the rest?

**A.** Mostly in the higher powers of $\xi$. The bands here are narrow compared with the pair denominators, so one mean denominator should serve:

$$\bar\Delta=\frac{|E_2^{\rm shifted}|}{T}=\frac{0.03625}{0.01269}=2.86\ \text{Ry}.$$

Replacing every $\Delta$ by $\bar\Delta$ gives

$$E_2^{\rm raw}\simeq\frac{E_2^{\rm shifted}}{1-2\xi/\bar\Delta}=\frac{-0.03625}{1-0.2702/2.86}=-0.0400\ \text{Ry},$$

which agrees with the table. The ratio $2\xi/\bar\Delta$ is still 9% at $n=7$, so the raw series is not yet a pure $1/L$ law. Matching the energies at $n=5,6,7$ to a constant plus a single power of $1/n$ gives the power 1.10.

The same procedure gives 2.79 for the shifted energies, a little below 3. The coefficient of $1/N$ is still settling: it is 0.0237 Ry from $n=5,6$ and 0.0246 Ry from $n=6,7$. Higher powers of $1/n$ are present, and I have not separated their sources. The last digit of $E_\infty$ is uncertain for this reason. At $n=8$ the shifted energy is $-0.03628$ Ry. The fit to $n=7,8$ gives $C=0.0252$ Ry and $E_\infty=-0.03633$ Ry, and adding a term in $n^{-5}$ raises $C$ to about 0.027 Ry. The power from $n=6,7,8$ is 2.83, and the slope read from these meshes is about $-0.1447$ Ry bohr.

**Q.** Do the levels follow the same pattern?

**A.** Yes. At the zone centre, from $n=6$ to $n=8$, the raw occupied level falls by 0.0388 Ry, close to the change of $\xi$, which is 0.0394 Ry. The shifted occupied level rises by 0.00064 Ry, and the lowest virtual level falls by 0.00021 Ry.

The ratio of the last two changes, $-3$, has a simple origin. At the zone centre the occupied orbital is pure s, and $x\phi_s$, $y\phi_s$, $z\phi_s$ lie within the basis. To order $q^2$, the weight lost by $|\rho_{ii}|^2$ therefore goes to the three p bands, and it equals $q^2d^2$ with $d$ their common transition dipole. Dropping $q=0$ leaves out the term $+8\pi d^2/(\Omega N)$ from the shifted occupied level, which comes out too low. Each p level loses the exchange term $-(8\pi/\Omega N)\,d^2q_x^2/q^2$ or its partner for $y$ or $z$. By cubic symmetry this counts as one third of $d^2$, and the level comes out too high by $8\pi d^2/(3\Omega N)$. Here $d$ is the dipole of the bands. It includes the change of the Bloch coefficients with $k$, and $d^2=2.15$ bohr$^2$, not the on-site value $b^2/2=1.125$ bohr$^2$. From $n=6$ to $n=8$ the estimate gives $+0.00067$ and $-0.00022$ Ry, about 5% larger than the changes found. It ignores the small relaxation of the orbitals.

**Q.** Could my colleague keep the raw levels and extrapolate?

**A.** She could, at a cost in accuracy or in mesh size. A cubic polynomial in $1/n$ through the four raw energies gives $-0.0361$ Ry, about 0.5% from the shifted limit. At $n=7$ the raw energy itself is off by $-0.051$ eV per cell, and the shifted one by $0.001$ eV, both relative to $E_\infty$.

For an error of 0.01 eV per cell, the leading $1/L$ law asks for $n\approx33$, or about 36,000 k points. The shifted energy at $n=4$, with 64 points, is already within $0.03632-0.03597=0.00035$ Ry, or 0.005 eV.

**Q.** How close is this model to a solid I could hold?

**A.** Its Hartree-Fock gap, with the shift, is 1.09 Ry or 14.9 eV at $n=8$. The band edges lie on the zone boundary, which an odd mesh misses, so the $n=7$ mesh gives a larger value, 1.12 Ry. The model is thus a wide-gap insulator, though Hartree-Fock gaps usually lie well above measured ones. The lattice constant is 0.32 nm. The model has only one occupied band and three virtual ones. A real oxide or halide has several occupied valence bands, and a larger basis opens more excitations, so $T$ per cell is larger. The $1/L$ error grows in proportion: four times the $T$ would turn $-0.05$ eV at $L=42$ bohr into about $-0.2$ eV.

**Q.** When should I distrust the rule?

**A.** First, when the gap is small. The expansion needs $2\xi$ well below the smallest $\Delta$. If $2\xi$ reaches it, a raw denominator vanishes and the raw MP2 energy is meaningless on that mesh. In a metal there is no gap, $\gamma$ does not decay exponentially, and the derivation does not apply.

Second, when the cell is not cubic. The constant $\alpha$ then depends on the shape of the supercell and must be computed for it. The comparison between meshes assumes that this shape is held fixed.

Third, when the code already treats the $Q=0$ exchange term. If it adds the Madelung constant to the exchange operator, the printed occupied levels are already shifted. Shifting them again would make the denominators too large by $2\xi$ and bring back a $1/L$ error of opposite sign.
